# Fan-Migdal and Debye-Waller self-energies and rigid translation of a crystal, part 1

(Sections cited here and not found follow in the later parts.)

Split the screened interaction $W$ of the GW approximation into an electronic part and a part carried by the moving nuclei, insert the second part into $\Sigma=iGW$, and evaluate the shift of a band edge. For the model insulating chain treated below, at 300 K, the interband part of this shift for the valence-band maximum is $-0.148$ eV on a mesh of 8 phonon wave vectors, $-0.612$ eV on 32 and $-2.47$ eV on 128. It grows linearly with the number of points, up to a small constant. The growth comes from the longest acoustic waves, which carry large pieces of the crystal almost rigidly, and a rigid shift of the whole crystal cannot move an electron level. The term obtained from $W$, the Fan-Migdal (FM) self-energy, does not respect this. A second term of the same order in the displacements, the Debye-Waller (DW) term, restores it, and with it the three numbers become $+0.0168$ eV on each mesh. These figures leave out the intraband part of the shift, which DW does not cancel and which is treated separately below. The DW term is not contained in $iGW$. It comes from the Hartree potential, and it does its work when it is built from the full second derivative of the self-consistent potential; the screened second derivative of the bare nuclear potential overshoots in this model and leaves a violation of opposite sign, about a tenth as large.

## First derivation: Green's functions with moving nuclei

### Model and conventions

Atomic units are used in the algebra, with electron mass 1 and $p=-i\,d/dx$. The crystal is a ring of $N$ cells of length $a$, with one nucleus of mass $M$ and charge $Z$ per cell at $R_l+u_l$. All particles interact through one even, short-ranged potential $v(x-x')$. Densities are counted in electron-number units, so the nuclear density is negative:

$$n_{\rm nuc}(x)=-Z\sum_l\delta(x-R_l-u_l)=-Z\sum_l\Big[\delta(x-R_l)-u_l\,\delta'(x-R_l)+\tfrac12u_l^2\,\delta''(x-R_l)-\dots\Big].$$

A product such as $vn$ stands for $\int v(x-x')\,n(x')\,dx'$. The potential of the nuclei is $V_{\rm ext}=vn_{\rm nuc}=-Z\sum_lv(x-R_l-u_l)$, and its derivatives at $u=0$ are

$$\partial_lV_{\rm ext}=+Z\,v'(x-R_l),\qquad \partial_l\partial_{l'}V_{\rm ext}=-Z\,v''(x-R_l)\,\delta_{ll'},\qquad \partial_l\equiv\partial/\partial u_l .$$

The reference electron states are those of the Hartree mean field with fixed nuclei: $H=p^2/2+V$, $V=V_{\rm ext}+vn$, with eigenstates $|nk\rangle$, energies $\varepsilon_{nk}$ and occupations $f_{nk}$. The crystal is an insulator with gap $E_g$ much larger than $k_BT$ and than every phonon frequency. Screening is that of the random-phase approximation (RPA), $\epsilon=1-v\chi_0$, with $\chi_0$ the response of independent electrons. The vertex is set to 1, the nuclei move harmonically, and everything is kept to first order in the correlation $\langle uu\rangle$. Each site is a centre of inversion, so $\langle u_l\rangle=0$ at fixed $a$.

### The phonon part of W

Let a test potential $\phi$ couple to the total density $n_e+n_{\rm nuc}$. The screened interaction is defined by $W=(\delta V_{\rm tot}/\delta\phi)\,v$, where $\delta V_{\rm tot}=\phi+v\,\delta n_e+v\,\delta n_{\rm nuc}$. All response functions are taken at imaginary frequency. In RPA the electrons respond as independent particles to the total potential, $\delta n_e=\chi_0\,\delta V_{\rm tot}$. Moving $v\chi_0\,\delta V_{\rm tot}$ to the left gives

$$\delta V_{\rm tot}=\epsilon^{-1}\left(\phi+v\,\delta n_{\rm nuc}\right).$$

The response of the nuclei to $\phi$ follows from a symmetry. Introduce a second field $J$ that couples to $n_{\rm nuc}$ alone, and call $\mathcal D$ the full response $\delta n_{\rm nuc}=\mathcal DJ$. The electrons do not feel $J$ directly, so the equation above with $\phi=0$ gives $\delta V_{\rm tot}=W_e\mathcal DJ$, with $W_e=\epsilon^{-1}v$. The total density responds as $(1+\chi_0W_e)\mathcal DJ$. A response function at imaginary frequency is a time-ordered correlation of two density operators, so the response of $n_{\rm nuc}$ to a field on $n_{\rm tot}$ is the transpose of the response of $n_{\rm tot}$ to a field on $n_{\rm nuc}$. The kernels $\chi_0$, $\mathcal D$ and $W_e=(v^{-1}-\chi_0)^{-1}$ are symmetric, so the transpose is $\mathcal D(1+W_e\chi_0)$. From $\epsilon^{-1}(1-v\chi_0)=1$ one has $1+W_e\chi_0=\epsilon^{-1}$. Hence $\delta n_{\rm nuc}=\mathcal D\epsilon^{-1}\phi$, and

$$W=\epsilon^{-1}v+\epsilon^{-1}v\,\mathcal D\,\epsilon^{-1}v=W_e+W_{\rm ph},\qquad W_{\rm ph}=W_e\mathcal DW_e .$$

Both factors that flank $\mathcal D$ are screened, and $\mathcal D$ is built from dressed phonons.

To first order in $\langle uu\rangle$, $\mathcal D$ needs the linear term $\delta n_{\rm nuc}=Z\sum_lu_l\,\delta'(x-R_l)$, for which $v\,\delta n_{\rm nuc}=\sum_lu_l\,\partial_lV_{\rm ext}$. A harmonic coordinate with energy perturbation $\lambda u$ obeys $M\ddot u=-M\Omega^2u-\lambda$, so at complex frequency $z$ its response is $u/\lambda=1/[M(z^2-\Omega^2)]$. In the ring the normal modes are plane waves $e^{iqR_l}/\sqrt N$ with frequencies $\Omega_q$, and the response of $u_l$ to a perturbation on $u_{l'}$ is $\frac1N\sum_qe^{iq(R_l-R_{l'})}/[M(z^2-\Omega_q^2)]$. Define the screened first derivative

$$A_q(x)=\epsilon^{-1}\sum_le^{iqR_l}\,\partial_lV_{\rm ext},\qquad A_{-q}(x)=A_q(x)^* .$$

Since $\chi_0(z)$ varies on the scale $E_g$, replacing $\epsilon^{-1}(z)$ by $\epsilon^{-1}(0)$ costs a relative error of order $z^2/E_g^2$. With that replacement,

$$W_{\rm ph}(x,x';z)=\frac1N\sum_q\frac{A_q(x)A_q(x')^*}{2M\Omega_q}\,D_q(z),\qquad D_q(z)=\frac{2\Omega_q}{z^2-\Omega_q^2}=\frac1{z-\Omega_q}-\frac1{z+\Omega_q}.$$

The numerical check diagonalizes the coupled electron-hole and nuclear oscillators of a one-cell ring with its nucleus on a 0.050 eV spring. Relative to the largest element of $W_{\rm ph}$, the form $W_e\mathcal DW_e$ holds to better than $10^{-9}$ at both frequencies tried. The static single-pole form errs by $1.7\times10^{-6}$ at $z=0.035i$ eV and by 24% at $z=13.6i$ eV.

### The Fan-Migdal term

At imaginary frequency $\Sigma=iGW$ reads $\Sigma(x,x';i\omega)=-T\sum_\nu G(x,x';i\omega-i\nu)\,W(x,x';i\nu)$, with $T$ in energy units, $\nu$ even and $\omega$ odd multiples of $\pi T$. The sign is fixed by the limit $W\to v$: since $T\sum_\omega e^{i\omega0^+}/(i\omega-\varepsilon)=f(\varepsilon)$, the self-energy becomes minus $v$ times the density matrix, which is exchange. Insert $G=\sum_{mk'}\psi_{mk'}(x)\psi^*_{mk'}(x')/(i\omega-\varepsilon_{mk'})$, energies measured from the chemical potential, and take the matrix element in $|nk\rangle$. The two spatial integrals give $\langle nk|A_q|mk'\rangle\langle mk'|A_q^\dagger|nk\rangle$, which requires $k'=k-q$. Renaming $q\to-q$ and using $A_{-q}=A_q^\dagger$,

$$\Sigma^{\rm FM}_{nk}(i\omega)=\frac1N\sum_{q,m}\frac{|A_{mn}(k,q)|^2}{2M\Omega_q}\,S,\qquad S=-T\sum_\nu\frac{D_q(i\nu)}{i\omega-i\nu-\varepsilon_m},$$

with $A_{mn}(k,q)=\langle m,k+q|A_q|nk\rangle$ and $\varepsilon_m=\varepsilon_{m,k+q}$. The usual coupling constant is $g_{mn}=A_{mn}/\sqrt{2M\Omega_q}$.

For the sum, let $h(z)=D(z)/(i\omega-z-\varepsilon)$ and $n_B(z)=1/(e^{z/T}-1)$, which has poles at $z=i\nu$ with residue $T$. The integral of $n_Bh$ over a large circle vanishes because $h\sim z^{-3}$, so all residues add to zero, and $S$ equals the sum of residues of $n_Bh$ at the poles of $h$. There are three. At $z=\Omega$ the residue is $n/(i\omega-\varepsilon-\Omega)$ with $n=n_B(\Omega)$. At $z=-\Omega$ it is $-n_B(-\Omega)/(i\omega-\varepsilon+\Omega)=(n+1)/(i\omega-\varepsilon+\Omega)$. At $z_0=i\omega-\varepsilon$ the factor $1/(z_0-z)$ has residue $-1$, and $e^{i\omega/T}=-1$ gives $n_B(z_0)=-1/(e^{-\varepsilon/T}+1)=-(1-f)$, so the residue is $(1-f)D(z_0)$. Writing $D(z_0)$ in partial fractions and collecting equal denominators, $n+(1-f)$ multiplies the first and $(n+1)-(1-f)=n+f$ the second. Continuing $i\omega\to\omega$,

$$\Sigma^{\rm FM}_{nk}(\omega)=\frac1N\sum_{q,m}\frac{|A_{mn}|^2}{2M\Omega_q}\left[\frac{n_q+1-f_m}{\omega-\varepsilon_m-\Omega_q}+\frac{n_q+f_m}{\omega-\varepsilon_m+\Omega_q}\right].$$

At $T=0$ the first term is an added electron scattering into an empty state and emitting a phonon, and the second is a hole scattering into a filled state and emitting a phonon. The bracket is tested against a direct frequency sum, and against exact diagonalization of three levels coupled to one boson, where the removal shift is $-0.001684$ eV against $-0.001675$ eV from the formula, a difference of 0.5% of the shift. Halving the coupling divides the absolute difference by about 16 and the relative one by about 4, as a fourth-order term should.

To first order in $\langle uu\rangle$ the level shift is $\Sigma(\omega=\varepsilon_{nk})$. With $\Delta=\varepsilon_{nk}-\varepsilon_{m,k+q}$ and a common denominator, the numerator is $(n+1-f)(\Delta+\Omega)+(n+f)(\Delta-\Omega)$, so

$$[\dots]=\frac{(2n+1)\Delta+(1-2f)\Omega}{\Delta^2-\Omega^2}.$$

For $|\Delta|\gg\Omega$ the leading part is $(2n+1)/\Delta$. The factor $(2n_q+1)/(2M\Omega_q)$ is the mean-square amplitude of mode $q$, because $u_l=\sum_q(2NM\Omega_q)^{-1/2}e^{iqR_l}(b_q+b^\dagger_{-q})$ gives

$$\langle u_lu_{l'}\rangle=\frac1N\sum_q\frac{2n_q+1}{2M\Omega_q}\,e^{iq(R_l-R_{l'})}.$$

It multiplies the static sum $F_n(k,q)=\sum_m|A_{mn}|^2/\Delta$.

### The Debye-Waller term from the Hartree potential

The self-energy contains, besides $iGW$, the change of the average potential $v\langle n_e+n_{\rm nuc}\rangle$. Two sources change it at order $\langle uu\rangle$. The nuclear density is smeared, $\delta\langle n_{\rm nuc}\rangle=-\frac Z2\langle u^2\rangle\sum_l\delta''(x-R_l)$, which gives the potential $\frac12\langle u^2\rangle\Lambda_{\rm ext}$ with $\Lambda_{\rm ext}=\sum_l\partial_l^2V_{\rm ext}$. And the electron density changes, because $\delta G=G(\delta V_H+\Sigma^{\rm FM})G$. The first piece of $\delta G$ gives $\chi_0\,\delta V_H$; the second gives a density $\delta n^{\rm FM}$. Solving $\delta V_H=\frac12\langle u^2\rangle\Lambda_{\rm ext}+v\,\delta n^{\rm FM}+v\chi_0\,\delta V_H$,

$$\delta V_H=\epsilon^{-1}\left[\tfrac12\langle u^2\rangle\Lambda_{\rm ext}+v\,\delta n^{\rm FM}\right],$$

where $\epsilon^{-1}$ is static and acts on lattice-periodic functions.

The density matrix behind $\delta n^{\rm FM}$ is $\delta\rho_{ab}=T\sum_\omega G_a\Sigma^{\rm FM}_{ab}G_b$, with $a,b$ bands at the same $k$. The off-diagonal $\Sigma^{\rm FM}_{ab}$ is the formula above with $|A_{mn}|^2$ replaced by $A_{ca}^*A_{cb}$, $c$ running over bands at $k+q$. Each term is a sum over three simple poles. Partial fractions and $T\sum_\omega e^{i\omega0^+}/(i\omega-x)=f(x)$ give

$$T\sum_\omega\frac1{(i\omega-x)(i\omega-y)(i\omega-w)}=\frac{f(x)}{(x-y)(x-w)}+\frac{f(y)}{(y-x)(y-w)}+\frac{f(w)}{(w-x)(w-y)}\equiv f[x,y,w],$$

the second divided difference of $f$. In the same way two poles give $f[x,w]=(f(x)-f(w))/(x-w)$, the kernel of $\chi_0$. The middle pole sits at $y=\varepsilon_c\pm\Omega$. In the insulator $f$ is constant on each side of the gap, and a divided difference of a constant vanishes. If all three energies lie on one side, $f[x,y,w]=0$. If one is filled, say $x$, it is $1/[(x-y)(x-w)]$. If one is empty, writing $f=1-(1-f)$ gives minus the same expression built on the empty level. Every surviving denominator spans the gap, so dropping $\pm\Omega$ costs a relative error of order $\Omega/E_g$, and the two weights then add to $(n+1-f_c)+(n+f_c)=2n+1$. Therefore $\delta n^{\rm FM}=\frac1N\sum_q\frac{2n_q+1}{2M\Omega_q}\,\delta n^{(2)}_q$, where $\delta n^{(2)}_q$ is the density, summed over $k$ and both spins, of

$$\rho^{(2)}_{ab}(k,q)=\tfrac12\sum_{\pm}\sum_cA_{ca}(k,\pm q)^*A_{cb}(k,\pm q)\,f[\varepsilon_a,\varepsilon_c,\varepsilon_b].$$

The average over $\pm q$ changes nothing in the sum over all $q$. Both sources now carry the same weight per mode, and the expectation value of $\delta V_H$ is the DW term:

$$\Sigma^{\rm DW}_{nk}=\frac1N\sum_q\frac{2n_q+1}{2M\Omega_q}\,\langle nk|\tfrac12\Lambda_q|nk\rangle,\qquad \tfrac12\Lambda_q=\epsilon^{-1}\left[\tfrac12\Lambda_{\rm ext}+v\,\delta n^{(2)}_q\right].$$

Where $|\Delta|\gg\Omega_q$ for all contributing $m$, mode $q$ shifts the level by its mean-square amplitude times

$$K_n(k,q)=\tfrac12\left[F_n(k,q)+F_n(k,-q)\right]+\langle nk|\tfrac12\Lambda_q|nk\rangle .$$

The Fan-Migdal term has been obtained from the phonon part of $W$ and the Debye-Waller term from the Hartree potential, and where $|\Delta|\gg\Omega_q$ they combine into one coefficient $K_n(k,q)$ per mode. It remains to show that $K_n(k,0)=0$, to confirm this by a second derivation, and to treat long waves at a band edge with numbers.

Numerical values quoted here were computed with a short program.
